# Orbach Relaxation from Rate Equations and from the Resonant Raman Integral

Someone who computes a spin-lattice relaxation time from calculated spin-phonon couplings has to decide whether to add an Orbach rate to the two-phonon Raman integral. If the integral runs over phonons whose energy matches a real excited level and gives that resonance its true lifetime width, the Orbach rate is already inside it, and adding it again counts the same transitions twice. If the crystal has phonons at that energy but the integral stops short of it, or replaces the resonance by a constant denominator, the Orbach rate is missing and must be added. The decision rests on showing that a population calculation through the excited level and the resonant part of the Raman integral give the same number, prefactor included.

Take two low levels $a$ and $b$, split by a small energy $\delta$, and one excited level $c$ at energy $\Delta$ above them. A single excited level excludes Kramers ions, whose levels come in pairs, so this is a non-Kramers model. Lattice strain $\epsilon$ couples $c$ to both low levels,

$$H'=\epsilon\left[V_a|c\rangle\langle a|+V_b|c\rangle\langle b|+\text{h.c.}\right],$$

where $V_a$ and $V_b$ are real energies per unit strain. Direct coupling between $a$ and $b$ is left out. The splitting satisfies $\delta\ll kT$ and $\delta\ll\Delta$, so both gaps are set equal to $\Delta$. SI units are used, with energies also quoted as temperatures.

The lattice is a Debye solid of mass density $\rho$ and volume $\mathcal V$, with three branches of equal sound speed $v$ and $\omega=vq$. A mode displaces the atoms by $\sqrt{\hbar/2M\omega}\,(\alpha e^{iqx}+\alpha^\dagger e^{-iqx})$, where $M=\rho\mathcal V$. Its derivative at the ion, $x=0$, is $iq\sqrt{\hbar/2M\omega}\,(\alpha-\alpha^\dagger)$. Setting $\alpha=-i\beta$ turns $i(\alpha-\alpha^\dagger)$ into $\beta+\beta^\dagger$. The model ignores the direction of the strain and lets every mode couple alike, so that

$$\epsilon=\sum_{\text{modes}}s_\omega(\beta+\beta^\dagger),\qquad s_\omega^2=\frac{\hbar q^2}{2M\omega}=\frac{\hbar\omega}{2\rho\mathcal V v^2}.$$

The number of modes per unit frequency is three times the number of wave vectors in a shell,

$$D(\omega)=3\,\frac{\mathcal V}{(2\pi)^3}\,4\pi q^2\frac{dq}{d\omega}=\frac{3\mathcal V\omega^2}{2\pi^2v^3}.$$

When $c$ falls to level $i=a,b$ and emits a phonon into a mode holding $n$ phonons, the squared matrix element is $V_i^2s_\omega^2(n+1)$. The golden rule gives the rate $\Gamma_i(n+1)$, with

$$\Gamma_i(\omega)=\frac{2\pi}{\hbar^2}V_i^2s_\omega^2D(\omega)=\frac{2\pi}{\hbar^2}V_i^2\,\frac{\hbar\omega}{2\rho\mathcal Vv^2}\,\frac{3\mathcal V\omega^2}{2\pi^2v^3}=\frac{3V_i^2\omega^3}{2\pi\hbar\rho v^5}.$$

The volume cancels, as it must. Absorption has $n$ in place of $n+1$, so its rate is $\Gamma_in$. At the resonance $\omega_0=\Delta/\hbar$,

$$\Gamma_i\equiv\Gamma_i(\omega_0)=\frac{3V_i^2\Delta^3}{2\pi\hbar^4\rho v^5},\qquad n=\frac{1}{e^{\Delta/kT}-1}.$$

Of the three powers of $\Delta$, two come from the density of modes and one from the strain per phonon. This is the source of the cube in the Orbach rate, and it belongs to the Debye spectrum at fixed $V_i$.

With populations $N_a+N_b+N_c=1$, the rate equations are

$$\dot N_a=-\Gamma_anN_a+\Gamma_a(n+1)N_c,\qquad \dot N_b=-\Gamma_bnN_b+\Gamma_b(n+1)N_c.$$

For equal couplings, $\Gamma_a=\Gamma_b=\Gamma$, the feeding terms from $c$ are the same in both equations and drop out on subtraction:

$$\frac{d}{dt}(N_a-N_b)=-\Gamma n\,(N_a-N_b).$$

With $T_1$ defined as the decay time of the population difference,

$$\boxed{\frac1{T_1}=\Gamma n=\frac{3V^2}{2\pi\hbar^4\rho v^5}\,\frac{\Delta^3}{e^{\Delta/kT}-1}}$$

No steady state of $c$ was assumed, so within these rate equations the result holds for any $n$. The expression $\Delta^3/(e^{\Delta/kT}-1)$ is the rate up to the coupling prefactor. For $kT\ll\Delta$ it becomes $\Gamma e^{-\Delta/kT}$, limited by the supply of phonons able to reach $c$. For $kT\gg\Delta$ the rate equations give $\Gamma kT/\Delta$, which is linear in temperature.

For unequal couplings, let $x_a$ and $x_b$ be the deviations of $N_a$ and $N_b$ from equilibrium. Conservation makes the deviation of $N_c$ equal to $-x_a-x_b$, so

$$\dot x_a=-\Gamma_a[(2n+1)x_a+(n+1)x_b],\qquad \dot x_b=-\Gamma_b[(n+1)x_a+(2n+1)x_b].$$

The sum of the two decay rates $\lambda$ is the trace $(\Gamma_a+\Gamma_b)(2n+1)$. Their product is the determinant $\Gamma_a\Gamma_b[(2n+1)^2-(n+1)^2]=\Gamma_a\Gamma_bn(3n+2)$. Hence

$$\lambda^2-(\Gamma_a+\Gamma_b)(2n+1)\lambda+\Gamma_a\Gamma_bn(3n+2)=0.$$

For $n\ll1$ the product is small, so one root is small and the other is close to the sum. The small root is then the product divided by the sum:

$$\frac1{T_1}\simeq\frac{2\Gamma_a\Gamma_b}{\Gamma_a+\Gamma_b}\,n.$$

The weaker coupling is the bottleneck. For $\Gamma_b=\Gamma_a/4$ the formula gives $0.4\,\Gamma_an$, and the eigenvalue of the rate matrix at $n=10^{-4}$ is $0.39999\,\Gamma_an$.

Rate equations keep populations and discard the coherence between $a$ and $b$, which needs a justification because both levels couple to the same strain. If $\delta=0$, the combination $V_b|a\rangle-V_a|b\rangle$ has the matrix element $V_bV_a-V_aV_b=0$ to $c$. Population in this dark state stays there, and the model has no unique equilibrium. A calculation with the full density matrix, for $\Gamma_b=\Gamma_a/4$, indeed finds two stationary states. A splitting cures this: the relative phase of $a$ and $b$ turns at the rate $\delta/\hbar$, and if that is fast compared with the rates that link the coherence to the populations, the coherence averages out before it can act on them. Those rates are of order $\Gamma_in$: the coherence acts on the populations only through absorption, at the rate $\sqrt{\Gamma_a\Gamma_b}\,n$, and it is fed by absorption and by emission from $c$, the latter at $\sqrt{\Gamma_a\Gamma_b}\,(n+1)N_c$ with $(n+1)N_c$ of order $n$. With the splitting of the example below and $n=0.05$, the density matrix and the rate matrix both give a slow rate of $0.0198\,\Gamma_a$. That density matrix contains only real absorption and emission, for which a splitting large compared with $\hbar\Gamma_in$ suffices. The coupling $H'$ also links $a$ and $b$ through the emission and reabsorption of a virtual phonon via $c$, even at $n=0$. With $y=\omega/\omega_0$ and the Debye cutoff $\omega_D$, the matrix element is

$$J=-V_aV_b\sum_{\text{modes}}\frac{s_\omega^2}{\Delta+\hbar\omega}=-\frac{\hbar\sqrt{\Gamma_a\Gamma_b}}{2\pi}\int_0^{\omega_D/\omega_0}\frac{y^3\,dy}{1+y}.$$

For $\omega_D=3\omega_0$ the integral is $7.5-\ln4=6.11$, so $|J|=0.97\,\hbar\sqrt{\Gamma_a\Gamma_b}$. For equal couplings $J$ rotates the pair by an angle $\phi$ with $\tan2\phi=2|J|/\delta$. The rotated levels have the rates $\Gamma(1\pm\sin2\phi)$, and the small root becomes $\Gamma n\cos^22\phi=\Gamma n\,\delta^2/(\delta^2+4J^2)$, about half of $\Gamma n$ at $\delta=2\hbar\Gamma$. The splitting must therefore be small compared with $\Delta$ and $kT$, yet large compared with both $\hbar\Gamma_in$ and $|J|$. Otherwise $a$, $b$, $\delta$ and $V_i$ must be read as the levels, splitting and couplings after this mixing.

The second road never places population in $c$. A phonon of frequency $\omega_1$ is absorbed, one of frequency $\omega_2$ is emitted, and the ion goes from $a$ to $b$ in one second-order step. With $\delta$ neglected, energy conservation requires $\omega_1=\omega_2=\omega$. Two time orders lead to the same final state. If absorption comes first, the intermediate state has $c$ occupied and one phonon fewer, and the initial energy minus the intermediate energy is $\hbar\omega-\Delta$. If emission comes first, there is one phonon more, and the difference is $-\hbar\omega-\Delta$. The numerators are equal, because $\beta$ and $\beta^\dagger$ enter the strain with the same real factor. The second-order matrix element is therefore

$$\mathcal M=-V_aV_bs_{\omega_1}s_{\omega_2}\sqrt{n_1(n_2+1)}\left[\frac1{\Delta-\hbar\omega}+\frac1{\Delta+\hbar\omega}\right].$$

The relative sign was tested by diagonalizing a small system with two phonon modes. At $\hbar\omega=0.4\Delta$ the effective coupling is $-2.380$ in units of the squared one-phonon coupling over $\Delta$, against $-2.381$ from the bracket.

The golden rule with this matrix element reads

$$W_{ab}=\frac{2\pi}{\hbar^2}\int d\omega_1\,D(\omega_1)\int d\omega_2\,D(\omega_2)\,|\mathcal M|^2\,\delta(\omega_1-\omega_2).$$

The definition of $\Gamma_i(\omega)$ can be read backwards as $V_i^2s_\omega^2D(\omega)=\hbar^2\Gamma_i(\omega)/2\pi$. It is used once for absorption and once for emission. Taking $1/\hbar^2$ out of the squared bracket leaves the prefactor $(2\pi/\hbar^2)(\hbar^2/2\pi)^2(1/\hbar^2)=1/2\pi$, so

$$W_{ab}=\frac1{2\pi}\int_0^{\omega_D}\!d\omega\,\Gamma_a(\omega)\Gamma_b(\omega)\,n_\omega(n_\omega+1)\left|\frac1{\omega_0-\omega}+\frac1{\omega_0+\omega}\right|^2,$$

where $\omega_D$ is the Debye cutoff and $n_\omega$ the thermal occupation at $\omega$.

If $\omega_0<\omega_D$, this integral diverges at $\omega=\omega_0$, because it treats $c$ as a level of infinite lifetime. In fact $c$ decays at the total rate

$$\gamma=(\Gamma_a+\Gamma_b)(n+1),$$

and its amplitude decays at half that rate. An incoming phonon drives the amplitude $C(t)$ of $c$ according to

$$i\dot C=\left(\omega_0-\tfrac{i\gamma}2\right)C+h\,e^{-i\omega t},$$

where $h$ is the absorption matrix element divided by $\hbar$. Once transients have died out, $C=C_0e^{-i\omega t}$, and substitution gives

$$C_0=-\frac{h}{\omega_0-\omega-i\gamma/2}.$$

The lifetime thus replaces $\omega_0-\omega$ by $\omega_0-\omega-i\gamma/2$ in the resonant denominator. The other denominator never comes near zero and needs no such care. The coupling to phonons also shifts the levels; $\Delta=\hbar\omega_0$ is taken to be the gap with the shift at the resonance included. The shift of $c$ varies with $\omega$; in the example below this slightly narrows the peak and, taken alone, would lower the resonant rate by 0.27 percent. Two further corrections have the same relative order $\Gamma/\omega_0$: decay of $c$ through intermediate states with $c$ and two phonons, which raises the rate by 0.27 percent in the example, and the dressing of the low levels by virtual phonons, which lowers it by 0.05 percent. The three together lower the rate at fixed $\Delta$ by about 0.05 percent, and all are neglected here. The low levels also have widths, of order $\Gamma_in$; they are neglected here, which restricts this road to $n\ll1$.

Near the resonance the first term dominates, and its square is $1/[(\omega_0-\omega)^2+\gamma^2/4]$. If $\gamma$ is small compared with both $\omega_0$ and $kT/\hbar$, the other factors barely change across the peak and can be taken at $\omega_0$. With $\omega-\omega_0=(\gamma/2)\tan\theta$, the area of the peak is

$$\int_{-\infty}^{\infty}\frac{d\omega}{(\omega-\omega_0)^2+\gamma^2/4}=\frac2\gamma\int_{-\pi/2}^{\pi/2}d\theta=\frac{2\pi}\gamma.$$

The resonant part of the Raman rate is therefore

$$W_{ab}^{\rm res}=\frac{\Gamma_a\Gamma_b\,n(n+1)}{\gamma}=\frac{\Gamma_a\Gamma_b}{\Gamma_a+\Gamma_b}\,n.$$

The factor $n+1$ for stimulated emission has cancelled against the same factor in the width. What remains is the rate $\Gamma_an$ of reaching $c$ times the probability $\Gamma_b/(\Gamma_a+\Gamma_b)$ of leaving it towards $b$, which is the content of the rate equations.

The reverse rate $W_{ba}$ is the same, since $\delta$ is neglected. With $N_c$ negligible, $\dot N_a=-W_{ab}N_a+W_{ba}N_b=-\dot N_b$, so the difference decays at the rate $W_{ab}+W_{ba}$:

$$\left(\frac1{T_1}\right)_{\rm res}=\frac{2\Gamma_a\Gamma_b}{\Gamma_a+\Gamma_b}\,n.$$

This is the small root found above, and for equal couplings it is $\Gamma n$. Half of the excitations then return to their starting level, but each one that does not changes the population difference by two.

The order in the coupling deserves attention. The squared matrix element is of order $V^4$, while the Orbach rate is of order $V^2$. The missing factor is $1/\gamma$: a weaker coupling makes the resonance narrower and higher. A fixed numerical broadening destroys this balance. If a full width $\eta$ is used in place of $\gamma$, the same area formula multiplies the resonant rate by $\gamma/\eta$.

The width and the area were also tested without inserting $\gamma$ by hand, by evolving a level coupled to two discretized continua. For $\Gamma_a=0.4$ and $\Gamma_b=0.2$ in model units, the transferred flux is $0.13333$, equal to $\Gamma_a\Gamma_b/(\Gamma_a+\Gamma_b)$ to the digits shown. This is closer than the finite band, of half-width $L$, might suggest, since cutting the Lorentzian tails loses a fraction $\gamma/\pi L$. The same band edges shift the level by $(\gamma/2\pi)\ln[(L+x)/(L-x)]\simeq\gamma x/\pi L$ at detuning $x$. The detuning in the denominator becomes $x(1-\gamma/\pi L)$, which stretches the peak and restores the lost fraction to first order.

For a numerical example take equal couplings and round model parameters: $\Delta/k=50$ K, $V/k=100$ K, $\delta/k=0.5$ K, a Debye temperature of 150 K, $\rho=2000$ kg/m³ and $v=3000$ m/s. The prefactor is $\Gamma/(\Delta/k)^3=3.985\times10^4$ s⁻¹K⁻³, so

$$\Gamma=3.985\times10^4\times50^3\ \text{s}^{-1}=4.98\times10^9\ \text{s}^{-1}.$$

An explicit sum over the modes of a periodic box gives $4.99\times10^9$ s⁻¹. At 4 K, $\Delta/kT=12.5$ and $n=3.73\times10^{-6}$, so

$$\frac1{T_1}=4.98\times10^9\times3.73\times10^{-6}\ \text{s}^{-1}=1.86\times10^4\ \text{s}^{-1},\qquad T_1=54\ \mu\text{s}.$$

The conditions can be checked with the same numbers. The width is $\gamma=9.96\times10^9$ s⁻¹, which is $0.0015\,\omega_0$ and $0.019\,kT/\hbar$, and $\delta/\hbar$ is $6.6\,\gamma$, far above $\Gamma n$. With $\delta=13.1\,\hbar\Gamma$ and $|J|=0.97\,\hbar\Gamma$, the mixing of $a$ and $b$ lowers the rate by about 2 percent, which is left out below. Virtual phonons also shift the gap. To second order they lower $c$ by $(\hbar\Gamma/\pi)\,\mathrm{P}\!\int_0^3y^3\,dy/(y-1)=(\hbar\Gamma/\pi)(16.5+\ln2)=5.47\,\hbar\Gamma$, where P denotes the principal value, and each low level by $0.97\,\hbar\Gamma$. The gap thus shrinks by $4.5\,\hbar\Gamma$, or 0.17 K. The value $\Delta/k=50$ K is the gap after this shift; if it were the gap before the shift, the rate at 4 K would be about 3 percent higher. Keeping the finite splitting in the rate matrix changes the rate by 0.2 percent.

The full integral, with both time orders and all phonons up to the cutoff, compares with $\Gamma n$ as follows.

| $T$ (K) | $\Gamma n$ (s⁻¹) | full integral (s⁻¹) | ratio |
|---|---|---|---|
| 2 | 0.0692 | 0.784 | 11.3 |
| 3 | 288 | 305 | 1.061 |
| 4 | $1.856\times10^4$ | $1.871\times10^4$ | 1.008 |
| 6 | $1.198\times10^6$ | $1.197\times10^6$ | 0.9997 |
| 10 | $3.379\times10^7$ | $3.374\times10^7$ | 0.9986 |

At 4 K, adding the Orbach rate to the full integral would give $3.73\times10^4$ s⁻¹, about twice the correct value in this model. At 2 K the same mistake would add only 9 percent, but using the Orbach rate alone would give a result 11 times too small.

At 2 K the excess comes mostly from phonons well below the resonance, about half of it from energies below $0.28\Delta$. At 3 and 4 K phonons closer to the resonance contribute much of it. When $kT$ is so small that only phonons with $\hbar\omega\ll\Delta$ matter, the bracket becomes $2/\omega_0$. With $\Gamma(\omega)=\Gamma(\omega/\omega_0)^3$ and $x=\hbar\omega/kT$, the sum $W_{ab}+W_{ba}$ becomes

$$\frac1\pi\int_0^\infty d\omega\,\Gamma^2\frac{\omega^6}{\omega_0^6}\,\frac4{\omega_0^2}\,n_\omega(n_\omega+1)=\frac{4\Gamma^2}{\pi\omega_0}\left(\frac{kT}\Delta\right)^7\int_0^\infty\frac{x^6e^x}{(e^x-1)^2}\,dx.$$

The upper limit may be infinite because $kT\ll\hbar\omega_D$. Integration by parts turns the last integral into $6\int_0^\infty x^5/(e^x-1)\,dx$. Expanding $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ gives $6\cdot5!\sum_mm^{-6}=6!\,\zeta(6)$. Hence

$$\left(\frac1{T_1}\right)_{\rm low}=\frac{4\cdot6!\,\zeta(6)}{\pi}\,\frac{\Gamma^2}{\omega_0}\left(\frac{kT}\Delta\right)^7.$$

This is the $T^7$ Raman law of the present non-Kramers model, and it is of order $V^4$. At 0.5 K the integral exceeds it by 1.1 percent. That comparison checks the integral alone, since $\delta$ is no longer small compared with $kT$ there. At 2 K the law gives only about 80 percent of the excess, because the bracket is then noticeably larger than $2/\omega_0$ for the phonons that matter. A power of $T$ falls more slowly on cooling than $e^{-\Delta/kT}$, so the low-energy phonons win in the end. In the example the Orbach part equals the remainder of the integral at 2.3 K.

The remainder, meaning the full integral minus $\Gamma n$, should not be read as the rate of a separate process. The subtraction removes the area of a complete Lorentzian, including tails that the actual integral may not contain. A constant $f$ integrated over $|x|<L$ shows the effect:

$$\int_{-L}^{L}\frac{f\,dx}{x^2+\gamma^2/4}\simeq\frac{2\pi f}\gamma-\frac{2f}L,\qquad \gamma\ll L.$$

The correction is negative and lacks the factor $1/\gamma$, so with $f$ of order $V^4$ it is itself of order $V^4$. The remainder can thus have either sign, and in the table the ratio does fall slightly below one at 6 and 10 K. At 10 K the tail loss for constant $f$ accounts for about a quarter of the deficit; most of the rest arises because the actual numerator varies with frequency. The deficits at 6 and 10 K are 0.03 and 0.14 percent. They are of the same order, $\Gamma/\omega_0$, as the neglected corrections to the resonant rate, and far below the 2 percent from the mixing of $a$ and $b$, so they should not be read as precise predictions of the model. The corrections of order $\Gamma/\omega_0$ would change the excess at 4 K from 0.80 to about 0.75 percent. The order in $V$ was tested at 3 K: halving $V^2$ divides the remainder by 3.999, whereas it halves $\Gamma$ and with it the Orbach rate.

If the phonon spectrum ends below $\Delta$, no single phonon can reach $c$ and the integral has no resonant part. With the cutoff moved to $0.8\Delta$, the integral at 4 K drops to 0.8 percent of what the Orbach formula would predict. At this order, where one phonon excites $c$, an activated rate with energy $\Delta$ therefore requires phonons at that energy (higher-order absorption of several phonons whose energies add up to $\Delta$ is not treated here); if they are optical modes, which the Debye model does not contain, $\Gamma$ must be computed from their own density and coupling, and the factor $\Delta^3$ no longer applies.

In a calculation, then, an integral that resolves the resonance with the computed width $\gamma$ is used by itself. An integral that leaves out a resonance lying inside the phonon spectrum is supplemented by $2\Gamma_a\Gamma_bn/(\Gamma_a+\Gamma_b)$. Both rules are shown here for one excited level of a non-Kramers ion, phonons in thermal equilibrium and $n\ll1$; for $\Gamma_b=\Gamma_a/4$ this expression exceeds the small root of the rate equations by 3 percent at $n=0.23$ and by 6 percent at $n=0.58$. The numerical check tests the first case directly. For the second, its printed ratios at 4 K show that the integral truncated at $0.8\Delta$ plus $\Gamma n$ gives $1.0078\,\Gamma n$, against $1.0080\,\Gamma n$ for the full integral. The truncated integral must still contain the low-energy phonons that carry the rest of the rate: with a cutoff at $0.5\Delta$, the supplemented rate at 2 K is 6 percent too low. A constant denominator loses more where those phonons dominate: with the bracket replaced by $2/\omega_0$ and $\Gamma n$ added, the rate is 17 percent too low at 2 K, 2.5 percent at 3 K and 0.4 percent at 4 K.

## Calculated quantities

```
Delta/k = 50.0 K, V/k = 100.0 K
delta/k = 0.5 K, Debye temperature = 150.0 K
density = 2000 kg/m^3, sound speed = 3000 m/s
omega0 = Delta/hbar = 6.5460e+12 rad/s
Gamma, formula = 4.9811e+09 1/s
Gamma, explicit mode sum = 4.9946e+09 1/s
prefactor Gamma/(Delta/k)^3 = 3.9849e+04 1/(s K^3)
width gamma of c at 4 K = 9.9623e+09 1/s
gamma/omega0 at 4 K = 1.522e-03
(delta/hbar)/gamma at 4 K = 6.571
hbar gamma/(kT) at 4 K = 1.902e-02
occupation n(Delta) at 4 K = 3.7267e-06
Orbach rate at 4 K = 1.8563e+04 1/s
T1 at 4 K = 53.871 microseconds
rate matrix with finite delta, 4 K = 1.8596e+04 1/s
T (K) | Orbach rate (1/s) | full integral (1/s) | ratio full/Orbach
  2.0 | 6.9177e-02 | 7.8367e-01 | 11.32845
  3.0 | 2.8780e+02 | 3.0543e+02 | 1.06126
  4.0 | 1.8563e+04 | 1.8711e+04 | 1.00795
  6.0 | 1.1976e+06 | 1.1972e+06 | 0.99969
 10.0 | 3.3790e+07 | 3.3743e+07 | 0.99859
Orbach part equals remainder at T = 2.324 K
remainder at 3 K, V^2 over V^2/2: ratio = 3.9988
integral / T^7 law at 0.5 K (delta neglected) = 1.0112
cutoff at 0.8 Delta, 4 K: integral/Orbach formula = 0.00781
Gamma_b = Gamma_a/4, n = 1e-4: slow rate/(Gamma_a n) = 0.39999
same couplings, n = 0.05: slow rate/Gamma_a, rate matrix = 0.019831
same, Liouvillian with common phonon field = 0.019831
stationary states at delta = 0, common field = 2
two-order amplitude, hbar omega = 0.4 Delta (units g^2/Delta): exact -2.3801, formula -2.3810
resonant flux, Gamma_a = 0.4, Gamma_b = 0.2 (model units): exact 0.13333, formula 0.13333
```
